# Square-root temperature correction to the conductivity of a diffusive three-dimensional metal

## 1. Dimensions fix the form

In three dimensions a conductivity has the dimension of $e^2/\hbar$ divided by a length. Consider a metal whose electrons diffuse with constant $D$ and interact through a well-screened force. If neither the strength of the force nor the density of states enters the correction, temperature and diffusion supply one length,

$$L_T=\sqrt{\hbar D/k_BT},$$

the distance diffused in the time $\hbar/k_BT$. The thermal correction must then be

$$\sigma(T)-\sigma(0)=C\,\frac{e^2}{\hbar L_T}\propto\sqrt T .$$

It remains to show that both do drop out for Coulomb repulsion, and to find $C$ with its sign. A short-range spin coupling will change $C$ through its dimensionless strength, but not the power of $T$. From here to the numerical example $\hbar=e=k_B=1$.

The regime is as follows. The density of states $\nu$ (both spins, all valleys) and $D$ are constant near the Fermi level, so the Drude value is $\sigma=\nu D$. The elastic time $\tau$ obeys $T\tau\ll1$, and $L_T$ greatly exceeds the mean free path $l$ and the screening length. Valleys are mixed by strong intervalley scattering. There is no magnetic field and no spin-flip scattering. We work to first order in the screened interaction and leave out weak localization and the Cooper channel. Disorder is weak in the sense $k_Fl\gg1$, with $k_F$ the Fermi wave number. How far a doped semiconductor meets these conditions is examined in section 8.

## 2. Fluctuating potentials

On the forward and backward branches of the Keldysh time contour, the interaction $\frac12\int nV_0n$ is replaced by potential energies $\phi_\pm=\phi_1\pm\phi_2$ with Gaussian weight

$$\exp\left[\tfrac i2(\phi_+V_0^{-1}\phi_+-\phi_-V_0^{-1}\phi_-)\right]=\exp\left(2i\phi_1V_0^{-1}\phi_2\right).$$

Let the density response to $\phi_1$ be $\delta n=-\Pi\phi_1$. The coupling $-2\phi_2\,\delta n$ adds $2\phi_2\Pi\phi_1$ to the action, so that

$$\langle\phi_1\phi_2\rangle_{q\omega}=\tfrac i2V^R,\qquad V^R=\frac1{V_0^{-1}+\Pi},\qquad \langle\phi_2\phi_2\rangle=0. \tag{1}$$

The last average vanishes because the two branches cancel at $\phi_2=0$, which forbids a $\phi_1\phi_1$ term in the action.

## 3. The diffusion equation

Let $G$ be the Keldysh matrix with rows $(G^R,G^K)$ and $(0,G^A)$ in equilibrium. Products include integration over intermediate times. Integrating over the band energy $\xi$ gives $g_{\mathbf n}=(i/\pi)\int d\xi\,G$ for direction $\mathbf n$. In the Born approximation the disorder self-energy is $-(i/2\tau)g$, with $g$ the angular average. The difference of the left and right Dyson equations is

$$v\,\mathbf n\cdot\tilde\partial g_{\mathbf n}+[\partial_t+i\hat\phi,g_{\mathbf n}]+\frac1{2\tau}[g,g_{\mathbf n}]=0,\qquad
\hat\phi=\begin{pmatrix}\phi_1&\phi_2\\ \phi_2&\phi_1\end{pmatrix}.$$

A uniform force $\mathcal E$ along $x$ enters through a vector potential $-\mathcal Et$, hence $\tilde\partial=\partial+i\mathcal E\theta$ with $\theta=t-t'$.

For slow variation put $g_{\mathbf n}=g+\mathbf n\cdot\mathbf G$. The normalization $g_{\mathbf n}^2=1$ gives $g^2=1$ and $g\mathbf G=-\mathbf Gg$ to leading order. The first angular harmonic reads $v\tilde\partial g+g\mathbf G/\tau=0$, so $\mathbf G=-l\,g\tilde\partial g$. Inserting this in the angular average, with $D=vl/3$, gives

$$D\,\tilde\partial(g\tilde\partial g)-[\partial_t+i\hat\phi,g]=0. \tag{2}$$

The density is $-(\pi\nu/2)g^K(t,t)$, apart from a term treated below, and the current is $j=(\pi\nu D/2)J$ with $J=(g\tilde\partial g)^K(t,t)$.

In equilibrium $g_0$ has rows $(1,2h)$ and $(0,-1)$, where $h(\varepsilon)=\tanh(\varepsilon/2T)$, or in time

$$h(\theta)=\frac{-iT}{\sinh\pi T\theta},\qquad \theta h(\theta)\to-\frac i\pi\quad(\theta\to0).$$

Then $J_0=2\tilde\partial h=2i\mathcal E\theta h\to2\mathcal E/\pi$, and $j=\nu D\mathcal E$, the Drude law.

## 4. Linear response to the fields

Write

$$g=u\Lambda e^Wu,\quad u=\begin{pmatrix}1&h\\0&-1\end{pmatrix},\quad
\Lambda=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
W=\begin{pmatrix}0&w\\ \bar w&0\end{pmatrix}.$$

Since $u^2=1$ and $\Lambda W=-W\Lambda$, the condition $g^2=1$ holds. Let $a$ have the single element $a_{12}=h'\equiv i\mathcal E\theta h$. Then $u\tilde\partial u=a$ and $(\tilde\partial u)u=-a$, so $\tilde\partial(uXu)=u(\tilde\partial X+[a,X])u$. It follows that $g\tilde\partial g=uNu$ with

$$N=e^{-W}\tilde\partial e^W-e^{-W}ae^W-a. \tag{3}$$

At $W=0$ this is $-2a$, which gives the Drude current; the part linear in $W$ is $\tilde\partial W-[a,W]$. The gradient term of (2) becomes

$$D\left(\tilde\partial^2W-\tilde\partial[a,W]+[a,\tilde\partial W]\right)=D\tilde\partial^2W+O(\mathcal E^2),$$

because $\tilde\partial a$ is already of second order in $\mathcal E$. The potential turns into $M=u\hat\phi u$, with $M_{21}=-\phi_2$ and $M_{12}=[\phi_1,h]-\phi_2+h\phi_2h$. With $\partial_{\bar t}=\partial_t+\partial_{t'}$, the off-diagonal elements of (2) are

$$(\partial_{\bar t}-D\tilde\partial^2)w=2iM_{12},\qquad(-\partial_{\bar t}-D\tilde\partial^2)\bar w=2i\phi_2 .$$

Take $\phi_1\propto e^{i(\mathbf q\mathbf r-\omega t)}$ and $\phi_2$ with the opposite wave. The commutator $[\phi_1,h]$ equals $(\phi_1(t)-\phi_1(t'))h(\theta)$, and the difference gives $-2i\sin(\omega\theta/2)$ times the wave at the mean time $\bar t$. Suppressing the spatial waves,

$$w=4\sin\frac{\omega\theta}2\,h(\theta)\,\mathcal D_\theta\,\phi_1e^{-i\omega\bar t},\qquad
\bar w=2i\mathcal D\,\phi_2e^{i\omega t}\delta(\theta), \tag{4}$$

$$\mathcal D_\theta=\frac1{D(\mathbf q+\boldsymbol{\mathcal E}\theta)^2-i\omega},\qquad \mathcal D=\frac1{Dq^2-i\omega}.$$

The force does not affect $\bar w$, which lives at $\theta=0$. The part of $w$ due to $\phi_2$ can be dropped: the current will contain it multiplied by $\bar w\propto\phi_2$, and $\langle\phi_2\phi_2\rangle=0$.

**Screening.** For a classical field $g^K=-w$. At equal times $w\to-2i\omega\mathcal D\phi_1/\pi$. Besides this change of occupation, the potential shifts the band bottom and contributes $-\nu\phi_1$ to the density. Together,

$$\delta n=-\nu\phi_1(1+i\omega\mathcal D)=-\nu Dq^2\mathcal D\phi_1,\qquad \Pi=\frac{\nu Dq^2}{Dq^2-i\omega}.$$

At $\omega=0$ this is the static response $\nu$; at $q=0$ it vanishes, as charge conservation demands. The shift of $\mathbf q$ by the force disappears at $\theta\to0$, so $\Pi$, and with it $\langle\phi_1\phi_2\rangle$, has no term linear in $\mathcal E$.

For Coulomb forces $V_0^{-1}\propto q^2$ is negligible at distances beyond the screening length, and

$$V^R=\frac{Dq^2-i\omega}{\nu Dq^2}. \tag{5}$$

The electron charge and the dielectric constant have dropped out. The remaining factor $1/\nu$ will cancel the $\nu$ in $\sigma=\nu D$, so both requirements of the dimensional argument are met.

## 5. The second-order current

The element needed is $(uNu)_{12}=N_{11}h-N_{12}+hN_{21}h-hN_{22}$. Expanding (3) to second order,

$$N_{11}=\tfrac12(\tilde\partial w\,\bar w-w\,\partial\bar w),\quad
N_{22}=\tfrac12(\partial\bar w\,w-\bar w\,\tilde\partial w),\quad
N_{12}=-\tfrac12(w\bar wh'+h'\bar ww).$$

$N_{21}$ contains two factors $\bar w$ and averages to zero. The matrix $W$ also has an average second-order part. Its lower element vanishes by causality. Its upper element $w_2$ enters through $i\mathcal E\theta w_2(\theta)$, which is zero at equal times: in energy language it is the integral of the derivative of $w_2(\varepsilon)$, a change of occupation that vanishes far from the Fermi level. A pair $\phi_1\phi_1$ contributes nothing else, since $\phi_1$ does not generate $\bar w$.

*Terms with $h'$.* Put $\theta=t-t_1$. The time factors of $w(t,t_1)\bar w(t_1)$ combine to $e^{-i\omega\theta/2}$, and $h'(-\theta)=i\mathcal E\theta h(\theta)$ because $h$ is odd. So

$$\langle w\bar wh'\rangle=-8\mathcal E\mathcal D^2\langle\phi_1\phi_2\rangle\int d\theta\,\theta h^2\sin\frac{\omega\theta}2e^{-i\omega\theta/2}
=-4\mathcal E\mathcal D^2I\langle\phi_1\phi_2\rangle,$$

$$I(\omega)=\int d\theta\,\theta h^2(\theta)\sin\omega\theta .$$

Since $\theta h^2$ is odd, the cosine part of the exponential survives, and $2\sin\cos$ gives the sine of the double angle. The other ordering gives the same, so $-N_{12}$ contributes $-4\mathcal E\mathcal D^2I\langle\phi_1\phi_2\rangle$.

*Gradient terms.* The two derivatives in $N_{11}$ give $i(2q_x+\mathcal E\theta)w\bar w$. To first order in the force,

$$(2q_x+\mathcal E\theta)\mathcal D_\theta\to\mathcal E\theta\left(\mathcal D-4Dq_x^2\mathcal D^2\right).$$

The prefactor is $\frac12\cdot i\cdot4\cdot2i\cdot(-1)=4$, the last sign coming from $h(-\theta)=-h(\theta)$. Half of $I$ results from the time integral, and $N_{22}$ doubles the outcome:

$$4\mathcal E I\left(\mathcal D^2-4Dq_x^2\mathcal D^3\right)\langle\phi_1\phi_2\rangle .$$

The terms with two diffusion poles cancel in the sum. What is left is

$$\delta J=-16\,\mathcal E I\,Dq_x^2\mathcal D^3\langle\phi_1\phi_2\rangle. \tag{6}$$

A numerical solution of (2) to first order in each field, completed to second order by the condition $g^2=1$ and not using $W$, was compared with (6) for the oblique wave $q_x=0.9$, $q_y=0.6$ at $D=0.7$, $\omega=1.3$, $T=1$. The relative difference is at most $3.4\times10^{-11}$, for a charge field and for a spin field.

*Thermal factor.* By the convolution theorem

$$\int d\theta\,h^2\cos\omega\theta=-\int\frac{d\varepsilon}{2\pi}h(\varepsilon)h(\varepsilon-\omega)=\text{const}+\frac\omega\pi\coth\frac\omega{2T}.$$

Here we used $1-\tanh x\tanh y=(\tanh x-\tanh y)\coth(x-y)$ and $\int d\varepsilon\,[h(\varepsilon)-h(\varepsilon-\omega)]=2\omega$. The constant is independent of $\omega$. Hence $I=-\pi^{-1}\partial_\omega[\omega\coth(\omega/2T)]$.

Insert (1), replace $q_x^2$ by $q^2/3$, sum over waves and divide by $J_0=2\mathcal E/\pi$. The real part of $V^RDq^2\mathcal D^3$ is even in $\omega$ and the thermal factor is odd, so the imaginary part survives:

$$\frac{\delta\sigma}\sigma=-\frac2{3\pi}\int_{-\infty}^{\infty}d\omega\,\partial_\omega\left[\omega\coth\frac\omega{2T}\right]\int\frac{d^3q}{(2\pi)^3}\,\mathrm{Im}\left[V^RDq^2\mathcal D^3\right]. \tag{7}$$

## 6. Coulomb repulsion

With (5) the bracket is $\mathcal D^2/\nu$. Put $z=-i\omega$ and $q=\sqrt{z/D}\,x$:

$$\int\frac{d^3q}{(2\pi)^3}\frac1{(Dq^2+z)^2}=\frac1{2\pi^2D^{3/2}\sqrt z}\int_0^\infty\frac{x^2dx}{(1+x^2)^2}=\frac1{8\pi D^{3/2}\sqrt z}.$$

For $\omega>0$, $\mathrm{Im}\,z^{-1/2}=1/\sqrt{2\omega}$. Both signs of $\omega$ contribute equally, so

$$\delta\sigma=-\frac1{6\sqrt2\,\pi^2\sqrt D}\int_0^{\sim1/\tau}\frac{d\omega}{\sqrt\omega}\,\partial_\omega\left[\omega+\frac{2\omega}{e^{\omega/T}-1}\right].$$

The first term is a negative constant, set by the cutoff where diffusion fails. It belongs to $\sigma(0)$. The second converges by itself and equals $\sqrt T\,K$. Integrating by parts after subtracting the value 2 at $x=0$, where the boundary terms vanish,

$$K=\int_0^\infty\frac{dx}{\sqrt x}\frac d{dx}\frac{2x}{e^x-1}=\int_0^\infty\frac{dx}{\sqrt x}\left(\frac1{e^x-1}-\frac1x\right)=\sqrt\pi\,\zeta(\tfrac12).$$

The last equality continues $\int_0^\infty x^{p-1}/(e^x-1)\,dx=\Gamma(p)\zeta(p)$ from $p>1$ to $p=\frac12$. Subtracting $1/x$ below $x=1$ leaves a term $1/(p-1)$, which for $0<p<1$ equals $-\int_1^\infty x^{p-2}dx$ and completes the subtraction. The integrand is negative, so $K<0$ and

$$\sigma(T)-\sigma(0)=c\sqrt{T/D},\qquad c=-\frac{\sqrt\pi\,\zeta(1/2)}{6\sqrt2\,\pi^2}=0.0309 . \tag{8}$$

Repulsion lowers the conductivity, and heating removes part of the reduction: frequencies below about $T$ lose most of their effect. Direct double quadrature of (7) with a Coulomb $V_0$ of very short screening length also gives $c=0.0309$.

## 7. The spin channel

Electrons also interact through their spin density $s_a=\psi^\dagger\hat s_a\psi$, where $\hat s_a$ are Pauli matrices. Take the energy $\frac12(F/\nu)\sum_as_a^2$. The static spin response is then $\nu/(1+F)$, so stability requires $F>-1$. Each of the three fields $\phi_a\hat s_a$ appears twice in the current, $\hat s_a^2=1$, and kernel (6) is unchanged. The difference lies in the screened interaction:

$$V_t=\frac1{\nu/F+\Pi}=\frac F\nu\,\frac{Dq^2-i\omega}{(1+F)Dq^2-i\omega}.$$

The same scaling of $q$ applies. With $r=(1+F)^{-1/2}$, the ratio to the Coulomb integral $\pi/4$ is

$$k=\frac4\pi(1-r^2)\int_0^\infty\frac{x^4\,dx}{(x^2+r^2)(x^2+1)^2}.$$

Partial fractions give

$$\frac{x^4}{(x^2+r^2)(x^2+1)^2}=\frac1{(1-r^2)^2}\left[\frac{r^4}{x^2+r^2}+\frac{1-2r^2}{x^2+1}\right]-\frac1{(1-r^2)(x^2+1)^2}.$$

The integral is therefore

$$\frac\pi2\,\frac{r^3-\frac32r^2+\frac12}{(1-r^2)^2}=\frac\pi2\,\frac{(1-r)^2(r+\frac12)}{(1-r^2)^2},$$

and the complete result, with units restored, is

$$\boxed{\sigma(T)-\sigma(0)=c\,[1+3k(F)]\,\frac{e^2}\hbar\sqrt{\frac{k_BT}{\hbar D}},\qquad k=\frac{(1-r)(1+2r)}{1+r}} \tag{9}$$

For weak coupling $r\approx1-F/2$ and $k\approx3F/4$. For $F\to\infty$, $k\to1$: a very strong spin repulsion is screened to the same universal form as the Coulomb force. For $F\to-1$, $k\approx-2r$ diverges, and first order in the interaction no longer suffices.

The slope vanishes when $k=-\frac13$, that is $6r^2-4r-4=0$, or $r=(1+\sqrt7)/3$ and $F=-0.323$. Below this value the conductivity falls on heating. The power of temperature is fixed by diffusion, but the sign depends on the spin coupling.

## 8. Numbers in the regime of metallic Si:P

Take a donor density $n=10^{19}$ cm$^{-3}$ and a mobility $\mu=150$ cm$^2$/Vs, rough values for phosphorus-doped silicon well on the metallic side. Six valleys with masses 0.92 and 0.19 $m_e$ give a Fermi energy of 0.0159 eV. Then

$$\nu=\frac{3n}{2E_F}=9.4\times10^{20}\ \mathrm{eV^{-1}cm^{-3}},\qquad
D=\frac{\mu n}{e\nu}=150\times\frac{10^{19}}{9.4\times10^{20}}\approx1.6\ \mathrm{cm^2/s}.$$

The Drude conductivity is 240 S/cm. At 1 K, $L_T=34.9$ nm. With $e^2/\hbar=2.434\times10^{-4}$ S the Coulomb term is

$$0.0309\times\frac{2.434\times10^{-4}\ \mathrm S}{34.9\times10^{-7}\ \mathrm{cm}}\approx2.2\ \mathrm{S/cm},$$

or 0.9% of the Drude value. At the same $D$, the chosen coupling $F=-0.2$ gives $1+3k=0.459$ and 0.99 S/cm; $F=-0.4$ gives $1+3k=-0.365$ and $-0.79$ S/cm.

**Weak localization.** Interference of time-reversed paths adds $-(2D/\pi)\int d^3q/(2\pi)^3\,(Dq^2+\Gamma)^{-1}$ to $\sigma$, where $\Gamma$ is the dephasing rate. Its dependence on $L_\varphi=\sqrt{D/\Gamma}$ is $+e^2/(2\pi^2\hbar L_\varphi)$. We estimate $\Gamma$ by the golden-rule rate of scattering at the Fermi level, keeping only the screened Coulomb force,

$$\Gamma=\int\frac{d\omega}{2\pi}\int\frac{d^3q}{(2\pi)^3}\,\frac{-2\,\mathrm{Im}V^R}{\sinh(\omega/T)}\,2\,\mathrm{Re}\,\mathcal D=0.2145\,\frac{T^{3/2}}{\nu D^{3/2}}.$$

The resulting term grows as $T^{3/4}$. In S/cm:

| $T$ (K) | (9), $F=0$ | (9), $F=-0.4$ | weak localization |
|---|---|---|---|
| 0.1 | 0.68 | −0.25 | 0.16 |
| 1 | 2.2 | −0.79 | 0.88 |
| 4 | 4.3 | −1.6 | 2.5 |

This neglected thermal effect is large: 23% of the Coulomb term at 0.1 K and 58% at 4 K. These are upper estimates for Coulomb dephasing, because the golden-rule rate also counts slow fluctuations that act alike on both time-reversed paths and do not dephase them. Removing their common part from the phase accumulated on a closed loop lowers the column to about 0.12, 0.59 and 1.5 S/cm, and the effective power of $T$ over this range to about 0.7. For $F=-0.4$ the three spin fields scatter as well. Adding $3V_t$ to $V^R$ in the rate multiplies $\Gamma$ by 1.86 and the weak-localization column by 1.37. With this increase the total for $F=-0.4$ changes sign between about 0.2 and 0.4 K, depending on the treatment of slow fluctuations. With Coulomb dephasing alone the crossing is sensitive to that treatment: about 0.6 K for the golden-rule rate, about 5 K once slow fluctuations are removed. In either case a fit of $\sqrt T$ alone from 0.1 to 4 K would misjudge $F$, returning roughly $-0.24$ to $-0.32$ instead of $-0.4$.

**Other limits.** Finite screening enters through the square of screening length over $L_T$, which is $2.3\times10^{-3}$ at 4 K. There $k_BT/E_F=0.02$ and $k_BT\tau/\hbar=0.01$, so degeneracy and the elastic cutoff are well satisfied. If the intervalley time is ten elastic times, a chosen ratio, the intervalley length is 5.9 nm. This is below $L_T=17.5$ nm at 4 K, so to leading order the mass anisotropy of 4.8 averages out. The valley modes, gapped by the intervalley rate (35 K), are not fully frozen, however: each keeps about 0.5% of the thermal term of an ungapped mode at 1 K, 4% at 4 K and a third at 35 K. There are many of them. If the 20 valley-imbalance modes (five in valley, four in spin) carried the coupling $F=-0.4$, they would add about $-5\%$ of the Coulomb term at 1 K and $-38\%$ at 4 K. For this intervalley time the single-valley picture is safe only near 1 K and below.

**The real material.** The weakest assumption is that of a good metal: $k_Fl$ is about 1 (1.2 with valley-averaged $k_F$ and $l$, and $2E_F\tau/\hbar=1.07$ along either axis of a valley), whereas the Born treatment of disorder needs $k_Fl\gg1$. The level width $\hbar/\tau=30$ meV is about twice $E_F$, so the free-electron values of $\nu$ and $D$ are themselves only rough. A rough measure of the consequence is the constant Coulomb shift. With a sharp frequency cutoff $1/\tau$ and very short screening length it is $-31$ S/cm, or 13% of the Drude value. Only the order of magnitude counts, because diffusion itself fails at the cutoff: an added momentum cutoff at $1/l$ halves the shift to $-16$ S/cm. If a shift of this size is assigned to $D$ at fixed $\nu$, the slope, proportional to $D^{-1/2}$, rises by some 3 to 7%. In (9), $D$ and $F$ are thus best read as the values at the scale $L_T$, a reading that first-order theory suggests but does not prove. Metallic Si:P is known to show low-temperature slopes of both signs, depending on density. Equation (9) permits both, but it does not predict $F$ for a given density, and nothing here shows that the spin coupling is what sets the observed sign. Close to the transition, at a few $10^{18}$ cm$^{-3}$, the correction is no longer small compared with $\sigma$ and the expansion fails.

The remaining values are in the numerical output below.

## Computed results

```
largest relative error of current kernel: 3.4e-11
coefficient c, closed form: 0.030908
coefficient c, double quadrature: 0.030908
F at which the slope reverses: -0.3229
electron-electron rate coefficient: 0.2145
donor density: 1.0e+19 cm^-3
mobility: 150 cm2/Vs
valleys: 6; relative permittivity: 11.7
longitudinal, transverse mass: 0.92, 0.19 m_e
density-of-states mass per valley: 0.321 m_e
conductivity mass: 0.258 m_e
Fermi energy: 0.0159 eV
density of states: 9.406e+20 eV^-1 cm^-3
Drude conductivity: 240.3 S/cm
diffusion constant: 1.595 cm2/s
elastic time: 22.0 fs
mean free path: 3.25 nm
k_F times mean free path: 1.19
screening length: 0.83 nm
F=0.0: k=0.0000, 1+3k=1.0000, slope=2.156 S/cm/K^0.5
F=-0.2: k=-0.1803, 1+3k=0.4590, slope=0.989 S/cm/K^0.5
F=-0.4: k=-0.4550, 1+3k=-0.3649, slope=-0.787 S/cm/K^0.5
T=0.1 K: thermal length 110.4 nm
  change for F=0, -0.2, -0.4: 0.682, 0.313, -0.249 S/cm
  F=0 change / Drude value: 0.00284
  neglected weak localization: 0.157 S/cm, dephasing length 787 nm
  (screening length / thermal length)^2: 5.6e-05
T=1.0 K: thermal length 34.9 nm
  change for F=0, -0.2, -0.4: 2.156, 0.989, -0.787 S/cm
  F=0 change / Drude value: 0.00897
  neglected weak localization: 0.881 S/cm, dephasing length 140 nm
  (screening length / thermal length)^2: 5.6e-04
T=4.0 K: thermal length 17.5 nm
  change for F=0, -0.2, -0.4: 4.311, 1.979, -1.573 S/cm
  F=0 change / Drude value: 0.01794
  neglected weak localization: 2.493 S/cm, dephasing length 49 nm
  (screening length / thermal length)^2: 2.3e-03
T=0 Coulomb shift, cutoff 1/tau: -31.0 S/cm
its ratio to the Drude value: -0.129
k_B T / Fermi energy at 4 K: 0.0216
k_B T tau / hbar at 4 K: 0.0115
chosen intervalley time / elastic time: 10
intervalley length: 5.9 nm
intervalley crossover temperature: 35 K
mass anisotropy of one valley: 4.84
```
